# Ionization Energies in IP-EOM-CCSD and GW, Compared Order by Order, part 1

(Sections cited here and not found follow in the second part.)

## 1. What goes wrong

The direct-ring part of the coupled-cluster doubles equations is equivalent to the random-phase approximation (RPA), as section 3 shows. From this one might infer that IP-EOM-CCSD, which is built on the CCSD ground state, contains the GW self-energy plus vertex corrections. The inference fails at third order. In a model built from HCl integrals in which only ring diagrams survive at that order, the exact third-order shift of the highest occupied level is $-0.0511\,E_h$. The GW ring sum gives the same value, and IP-EOM-CCSD gives $-0.0389\,E_h$. The opposite inference, that GW is the more complete theory because it sums every ring, fails one order earlier. For HCl itself in the 6-31G basis the GW second-order shift is $+0.0593\,E_h$, against an exact $+0.0469\,E_h$ that IP-EOM-CCSD reproduces (both are far from the basis limit; in cc-pVTZ they are $+0.0250$ and $+0.0206\,E_h$). Neither method contains the other, and a comparison of their final numbers cannot say why they differ until the terms are separated order by order.

## 2. Conventions

Hartree atomic units are used. The reference $|0\rangle$ is a closed-shell canonical Hartree–Fock (HF) determinant with real orbitals. Indices $i,j,k,l,m,n$ are occupied, $a,\dots,f$ are virtual, and $p,q,r,s$ are general. The letter $p^\dagger$ stands for the creation operator and $p$ for the annihilation operator; $a_i$ is written for the operator that makes the hole under study. Up to a constant,

$$H(\lambda)=F+\lambda V,\qquad F=\sum_p\varepsilon_p\{p^\dagger p\},\qquad V=\tfrac14\sum\langle pq\|rs\rangle\{p^\dagger q^\dagger s\,r\},$$

where braces denote normal order with respect to $|0\rangle$, $\langle pq\|rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$ and $\langle pq|rs\rangle=(pr|qs)$. With HF orbitals $V$ has no one-body part. Repeated indices other than $i$ are summed without restriction.

The quantity studied is the pole $\omega=E(N)-E(N-1)=-I$ that goes to $\varepsilon_i$ as $\lambda\to0$:

$$\omega=\varepsilon_i+\lambda^2\omega_2+\lambda^3\omega_3+\dots$$

The hole $i$ is assumed not to mix with a degenerate partner (the two $\pi$ holes of HCl are separated by symmetry) and not to be degenerate with any state of two holes and one particle (2h1p). GW means $G_0W_0$ on HF with direct-RPA screening. All statements about ionization concern the positions of the poles, not their spectral weights.

## 3. GW as a hole coupled to bosons

Let $\mu=(jb)$ label a spatial occupied–virtual pair, with $\Delta_\mu=\varepsilon_b-\varepsilon_j$ and $K_{\mu\nu}=(\mu|\nu)$. Direct RPA treats each singlet pair as a boson. The pair density $\rho_\mu=\sum_\sigma(b_\sigma^\dagger j_\sigma+j_\sigma^\dagger b_\sigma)$ acting on $|0\rangle$ gives a state of norm $\sqrt2$, so it is replaced by $\sqrt2(\beta_\mu+\beta_\mu^\dagger)$ with $[\beta_\mu,\beta^\dagger_\nu]=\delta_{\mu\nu}$. The Coulomb energy $\tfrac12K\rho\rho$ becomes $K(\beta+\beta^\dagger)(\beta+\beta^\dagger)$, and up to a constant

$$H_B=A_{\mu\nu}\beta^\dagger_\mu\beta_\nu+\tfrac12B_{\mu\nu}(\beta_\mu\beta_\nu+\beta^\dagger_\mu\beta^\dagger_\nu),\qquad A=\Delta+2\lambda K,\quad B=2\lambda K .$$

An electron couples through $v^{pq}_\mu\{p^\dagger q\}(\beta_\mu+\beta^\dagger_\mu)$ with $v^{pq}_\mu=\sqrt2\lambda(pq|\mu)$. Setting $B=0$ is the Tamm–Dancoff approximation (TDA).

**Normal modes.** Since $[H_B,\beta^\dagger]=A\beta^\dagger+B\beta$ and $[H_B,\beta]=-A\beta-B\beta^\dagger$, the operator $\gamma^\dagger_\nu=X_{\mu\nu}\beta^\dagger_\mu-Y_{\mu\nu}\beta_\mu$ obeys $[H_B,\gamma^\dagger_\nu]=\Omega_\nu\gamma_\nu^\dagger$ if

$$AX+BY=X\Omega,\qquad BX+AY=-Y\Omega ,$$

and it is a boson if $X^TX-Y^TY=1$. Stability, $\Omega_\nu>0$, is assumed.

**The amplitudes.** Take $T_B=\tfrac12t_{\mu\nu}\beta^\dagger_\mu\beta^\dagger_\nu$ with $t$ symmetric. The commutator series stops after one term: $e^{-T_B}\beta e^{T_B}=\beta+t\beta^\dagger$, and $\beta^\dagger$ is unchanged. Substituting into $H_B$, the $\beta^\dagger\beta^\dagger$ coefficient is $\tfrac12(B+At+tA+tBt)$, the $\beta^\dagger\beta$ coefficient is $A+tB$, and $\tfrac12B\beta\beta$ is untouched. Requiring

$$B+At+tA+tBt=0 \tag{1}$$

is the direct-ring CCD equation. Define $M=A+tB$, diagonalize $M^T=A+Bt$ as $M^TX=X\Omega$, and set $Y=tX$. The first RPA equation is then $M^TX=X\Omega$ itself. The second follows from (1): $(B+At)X=-t(A+Bt)X=-Y\Omega$. The product $X^T(AX+BY)+Y^T(BX+AY)=(X^TX-Y^TY)\Omega$ has a symmetric left side, so $X^TX-Y^TY$ commutes with $\Omega$ and can be brought to 1 on the stable branch. With $Y=tX$ this reads $X^T(1-t^2)X=1$, hence

$$XX^T=(1-t^2)^{-1},\qquad M=X^{-T}\Omega X^T .\tag{2}$$

From (2), $(X+Y)(X-Y)^T=(1+t)XX^T(1-t)=1$. Since $\gamma+\gamma^\dagger=(X-Y)^T(\beta+\beta^\dagger)$, the inverse relation is $\beta+\beta^\dagger=(X+Y)(\gamma+\gamma^\dagger)$, and the coupling to mode $\nu$ is $w^{pq}_\nu=[v^{pq\,T}(X+Y)]_\nu$.

**The self-energy.** To second order in $w$, the $N$-electron energy is $-\sum w^{ka\,2}_\nu/(\varepsilon_a-\varepsilon_k+\Omega_\nu)$. With orbital $i$ emptied, the terms $k=i$ drop out and new terms $-w^{ik\,2}_\nu/(\varepsilon_i-\varepsilon_k+\Omega_\nu)$ appear. The term $k=i$ is among the new ones because $\{i^\dagger i\}=-1$ in the ionized state. The difference $E(N)-E(N-1)$, with $\varepsilon_i$ replaced by $\omega$, is the $G_0W_0$ self-energy, and the quasiparticle equation is $\omega=\varepsilon_i+\Sigma(\omega)$:

$$\Sigma(\omega)=\sum_k v^{ik\,T}G(\omega-\varepsilon_k)v^{ik}-\sum_a v^{ia\,T}G(\varepsilon_a-\omega)v^{ia},$$
$$G(s)=(X+Y)(s+\Omega)^{-1}(X+Y)^T .$$

The first sum is the hole branch, the second the particle branch. Use $X+Y=(1+t)X$ and, from (2), $X(s+\Omega)^{-1}X^T=XX^T(s+M)^{-1}$. Then $(1+t)(1-t^2)^{-1}=(1-t)^{-1}$ gives

$$G(s)=(1-t)^{-1}(s+M)^{-1}(1+t).\tag{3}$$

**Second and third order.** $\Sigma$ starts at $\lambda^2$, so evaluating it at $\omega$ instead of $\varepsilon_i$ changes the result by $\Sigma'\Sigma=O(\lambda^4)$; off-diagonal elements enter squared, also at $\lambda^4$. To first order, (1) gives $t=2\lambda\tau$ with $\tau_{\mu\nu}=-K_{\mu\nu}/(\Delta_\mu+\Delta_\nu)$, and $M=\Delta+2\lambda K$. With $g=(s+\Delta)^{-1}$,

$$G=g-2\lambda\,gKg+2\lambda\,\tau g+2\lambda\,g\tau+O(\lambda^2).$$

The term $\tau g$ comes from the left factor of (3) and $g\tau$ from the right one; between equal vectors they have equal values. Write $V^p_\mu=(ip|\mu)$, $x_{k\mu}=\varepsilon_i-\varepsilon_k+\Delta_\mu>0$ for the highest level, and $y_{a\mu}=\varepsilon_i-\varepsilon_a-\Delta_\mu<0$, so that $g=1/x$ on the hole branch and $g=-1/y$ on the particle branch. Including the factor 2 from $vv$ and the minus sign of the particle branch,

$$\omega_2^{GW}=2\sum\frac{(V^k_\mu)^2}{x_{k\mu}}+2\sum\frac{(V^a_\mu)^2}{y_{a\mu}},\qquad \omega_3^{GW}=T_h+T_p+2B_h+2B_p,$$
$$T_h=-4\frac{V^k_\mu}{x_{k\mu}}K_{\mu\nu}\frac{V^k_\nu}{x_{k\nu}},\qquad T_p=+4\frac{V^a_\mu}{y_{a\mu}}K_{\mu\nu}\frac{V^a_\nu}{y_{a\nu}},$$
$$B_h=4V^k_\mu\tau_{\mu\nu}\frac{V^k_\nu}{x_{k\nu}},\qquad B_p=4V^a_\mu\tau_{\mu\nu}\frac{V^a_\nu}{y_{a\nu}} .$$

These are the $3!=6$ time orderings of the diagram with two bubbles and three interaction lines. In $T$ the bubble–bubble line lies between the two lines that touch the external hole. In $B$ it lies before both, creating two pairs from the vacuum, or after both, destroying two pairs.

## 4. Why a one-boson truncation loses the left factor

Keep the hole branch only and apply the similarity transformation to hole plus bosons. The hole state $a_k|0\rangle$ has energy $-\varepsilon_k$, and $\{p^\dagger q\}=-q\,p^\dagger$ for occupied indices, so each vertex carries a minus sign:

$$\bar H=-\varepsilon+M\beta^\dagger\beta+\tfrac12B\beta\beta-v^T\beta-c^T\beta^\dagger,\qquad c=(1+t)v .$$

The transformation dresses emission and leaves absorption bare. A hole with one boson is the image of a 2h1p state, and a hole with two bosons the image of a 3h2p state.

Restrict to zero and one boson, as IP-EOM-CCSD does. Eliminating the one-boson block gives $I=-\varepsilon_i+\sum_kv^T(I+\varepsilon_k-M)^{-1}c$, the two vertex signs cancelling. With $I=-\omega$,

$$\Sigma^{[1]}(\omega)=\sum_kv^{ik\,T}(\omega-\varepsilon_k+M)^{-1}(1+t)\,v^{ik}.\tag{4}$$

Compared with (3), the left factor $(1-t)^{-1}$ has become 1. In spectral form, (2) gives $X^{-T}=(1-t^2)X=X-tY$, so the residues are $v^T(X-tY)\cdot v^T(X+Y)$ in place of squares. All poles $\Omega_\nu$ are the full RPA ones.

At second order in $v$ one more path exists: emit, emit again, and let $\tfrac12B\beta\beta$ remove both bosons. That last step does not act on the hole, so the hole is already back in $i$. At $I=-\varepsilon_i$ the two-boson resolvent is $(-M_2)^{-1}$, where $M_2$ is $M\beta^\dagger\beta$ in the two-boson space. Write $\langle0|\tfrac12B\beta\beta(-M_2)^{-1}=\langle0|\tfrac12L\beta\beta$. On the state $(c^T\beta^\dagger)(d^T\beta^\dagger)|0\rangle$ the bra $\langle0|\tfrac12L\beta\beta$ gives $c^TLd$, and $M_2$ acts on each boson in turn, so

$$M^TL+LM=-B .$$

The solution is unique because $\Omega_\nu+\Omega_{\nu'}>0$, and it is $L=YX^T=t(1-t^2)^{-1}$. To verify: $LM=Y\Omega X^T$; $M^TL=X\Omega X^{-1}tXX^T=X\Omega Y^T$, because $XX^T$ commutes with $t$. The RPA equations turn the sum into $-(BX+AY)X^T+(AX+BY)Y^T=-B(XX^T-YY^T)+A(XY^T-YX^T)$. The second bracket vanishes by the same commutation and the first is $(1-t^2)XX^T=1$. The path adds $c^TL(s+M)^{-1}c$ to $\omega$, and

$$1+(1+t)L=1+t(1-t)^{-1}=(1-t)^{-1}.$$

One-boson term plus two-boson path equals the GW hole branch at $\omega=\varepsilon_i$, to all orders in $K$ and second order in $v$. $L$ is the de-excitation amplitude of the left ground state of $\bar H_B$: ground-state correlation on the bra side, which a space truncated at one boson cannot reach. At lowest order $L=t$, and the lost term is one $B_h$.

Two limits are closed. For $B=0$, $t=L=0$ and (4) is the TDA hole branch, with nothing lost. For one mode, $A-B=\Delta$ and $A+B=\Omega^2/\Delta$, and $t=(\Delta-\Omega)/(\Delta+\Omega)$ satisfies $A+tB=\Omega$. The ratio of (4) to GW is then $1-t=2\Omega/(\Delta+\Omega)$, which exceeds 1 for repulsive $K$: in this limit the truncation overestimates the hole-branch self-energy, because its residue is larger than the GW one by this factor. Also $\Omega=\Delta\sqrt{1+4\lambda K/\Delta}$, whose series in $\lambda$ alternates in sign from first order on and has radius of convergence $\Delta/4K$.

## 5. The fermionic EOM matrix, block by block

With $\bar H=e^{-T}He^T$ and $R=a_i+R_2+R_3+\dots$ (1h, 2h1p, 3h2p, …; other 1h components start at second order and affect $I$ at fourth), the eigenproblem is $[\bar H,R]|0\rangle=I\,R|0\rangle$. Untruncated it is exact. IP-EOM-CCSD keeps $T_1,T_2$ and drops $R_3$ onward.

The operator $a_i$ creates a quasiparticle and commutes with $T$, so $[\bar H,a_i]=e^{-T}[H,a_i]e^T$. Moving $a_i$ through $p^\dagger q^\dagger sr$ gives $[p^\dagger q^\dagger sr,a_i]=-\delta_{ip}q^\dagger sr+\delta_{iq}p^\dagger sr$; for a normal-ordered string the same single contractions appear with a normal-ordered remainder. Antisymmetry makes the two terms equal:

$$[F,a_i]=-\varepsilon_ia_i,\qquad Q\equiv[V,a_i]=-\tfrac12\langle iq\|rs\rangle\{q^\dagger s\,r\}.$$

The first column of the EOM matrix is $-\varepsilon_ia_i|0\rangle+\lambda(Q+[Q,T]+\dots)|0\rangle$. $T_2$ starts at first order, $T_1$ and $T_3$ at second. $Q$ holds at most three quasiparticle annihilators, so $QT_3|0\rangle$ is 2h1p or higher at order $\lambda^3$ and reaches $I$ at fourth order. $T_3$ enters the $T_2$ equation through $[V,T_3]$, at third order, again fourth order in $I$. Through third order the truncation of $T$ costs nothing; only the truncation of $R$ matters.

The first row is bare. Its 2h1p element is $\langle0|a_i^\dagger VR_2|0\rangle$ at first order. The second-order candidate $\langle0|a_i^\dagger VT_2R_2|0\rangle$ vanishes because $V$ removes at most two pairs and three would be needed. This is the fermionic form of "emission dressed, absorption bare". The row also has a first-order 3h2p element, the analogue of $\tfrac12B\beta\beta$; a second-order correction to that element multiplies $R_3^{(2)}$ and is of fourth order, and higher classes have no first-order element. Collecting orders, with $P_n$ the projector on class $n$,

$$I_2=\langle0|a_i^\dagger QT_2^{(1)}|0\rangle+\langle0|a_i^\dagger VR_2^{(1)}|0\rangle,$$
$$I_3=\langle0|a_i^\dagger Q(T_1^{(2)}+T_2^{(2)})|0\rangle+\langle0|a_i^\dagger VR_2^{(2)}|0\rangle+\langle0|a_i^\dagger VR_3^{(2)}|0\rangle.\tag{5}$$

IP-EOM-CCSD omits only the last term.

**Contraction rules.** Let $T_2=\tfrac14t^{cd}_{kl}c^\dagger d^\dagger l\,k$. From $d\,c\,e^\dagger f^\dagger|0\rangle=(\delta_{ce}\delta_{df}-\delta_{cf}\delta_{de})|0\rangle$ and $l^\dagger n\,m|0\rangle=(\delta_{ln}m-\delta_{lm}n)|0\rangle$, with antisymmetry of $t$:

- (R1) $f\,e\,T_2|0\rangle=\tfrac12t^{ef}_{kl}\,l\,k|0\rangle$
- (R2) $m^\dagger n^\dagger T_2|0\rangle=\tfrac12t^{cd}_{mn}\,c^\dagger d^\dagger|0\rangle$
- (R3) $n^\dagger e\,T_2|0\rangle=t^{be}_{ln}\,b^\dagger l|0\rangle$

For R3, $e$ gives $\tfrac12t^{eb}_{lm}b^\dagger m\,l$; passing $n^\dagger$ over $b^\dagger$ costs a sign, the two hole contractions are equal, and $-t^{eb}_{ln}=t^{be}_{ln}$.

## 6. Second order: direct and exchange

The doubles equation $P(V+FT_2)|0\rangle=0$ gives $t^{cd}_{kl}=\langle cd\|kl\rangle/(\varepsilon_k+\varepsilon_l-\varepsilon_c-\varepsilon_d)$; from here $t$ without a superscript order is this first-order amplitude. The all-creator part of $Q$ is $Q|0\rangle=-\tfrac12\langle ib\|kl\rangle b^\dagger l\,k|0\rangle$. Dividing by minus the energy gap $D=\varepsilon_i+\varepsilon_b-\varepsilon_k-\varepsilon_l$,

$$R_2^{(1)}=\tfrac12u^b_{kl}\,b^\dagger l\,k,\qquad u^b_{kl}=\langle ib\|kl\rangle/D,\qquad \langle R_2^{(1)}|b^\dagger l\,k|0\rangle=u^b_{kl}.$$

Since $V$ is Hermitian and $P_2Va_i|0\rangle=Q|0\rangle$ ($a_iV|0\rangle$ is 3h2p), the second term of $I_2$ is $\langle R_2^{(1)}|Q|0\rangle=-\tfrac12\langle ib\|kl\rangle u^b_{kl}$. For the first term the all-annihilator piece $-\tfrac12\langle il\|cd\rangle l^\dagger d\,c$ acts; R1 and one hole contraction give $-\tfrac12\langle il\|cd\rangle t^{cd}_{ml}a_m$. So

$$\omega_2=\tfrac12\langle ib\|kl\rangle u^b_{kl}+\tfrac12\langle il\|cd\rangle t^{cd}_{il}.$$

No omitted class contributes, so this is both the exact and the EOM-CCSD value. In the sum, $\tfrac12\langle ib\|kl\rangle^2=\langle ib|kl\rangle^2-\langle ib|kl\rangle\langle ib|lk\rangle$. In the direct term the spin of the pair $(lb)$ is free, which gives $2(V^k_\mu)^2/x$, the GW term; the particle part works in the same way with $y$. In the exchange term all spins equal that of $i$. GW lacks it.

## 7. Third order: the ten terms EOM-CCSD keeps

**Through $T_2^{(2)}$.** Write the doubles part of $VT_2|0\rangle$ as $\tfrac14S^{cd}_{kl}c^\dagger d^\dagger l\,k|0\rangle$; $t^{(2)}$ is $S$ over the same denominator as $t$, so the contribution to $\omega_3$ is $\tfrac12t^{cd}_{il}S^{cd}_{il}$. The piece $\tfrac14\langle cd\|ef\rangle c^\dagger d^\dagger f\,e$ with R1 gives $S\ni\tfrac12\langle cd\|ef\rangle t^{ef}_{kl}$. The piece $\tfrac14\langle mn\|kl\rangle\,l\,k\,m^\dagger n^\dagger$ with R2 gives $\tfrac12\langle mn\|kl\rangle t^{cd}_{mn}$. The particle–hole piece has four equal index placements, $\langle md\|el\rangle d^\dagger l\,m^\dagger e$; R3 gives $Z^{cd}_{kl}\,c^\dagger d^\dagger l\,k$ with $Z^{cd}_{kl}=t^{ce}_{km}\langle md\|el\rangle$ (the reordering is an even permutation), so $S\ni Z^{cd}_{kl}-Z^{cd}_{lk}-Z^{dc}_{kl}+Z^{dc}_{lk}$. Against the antisymmetric $t^{cd}_{il}$ the $c\leftrightarrow d$ terms double and cancel the $\tfrac12$:

$$C_{pp}=\tfrac14t^{cd}_{il}\langle cd\|ef\rangle t^{ef}_{il},\qquad C_b=\tfrac14t^{cd}_{il}\langle mn\|il\rangle t^{cd}_{mn},$$
$$D_p=t^{cd}_{il}t^{ce}_{im}\langle md\|el\rangle,\qquad D_b=-t^{cd}_{il}t^{ce}_{lm}\langle md\|ei\rangle .$$

Through third order, IP-EOM-CCSD differs from the exact theory only by omitting the $R_3^{(2)}$ term, and the contributions through $T_2^{(2)}$ are now in hand. What remains is to derive the other kept terms and the omitted ones, identify the direct rings among them, and test the result on a ring-only model and on HCl.

Numbers in the example were calculated in double precision.
